# When an intermediate facet appears on an etched convex ridge, part 2

The problem is which flat facets appear when etching attacks the edge between two crystal faces. The faces have outward unit normals \(\mathbf n_1,\mathbf n_2\) and etch rates \(R_1,R_2\), measured along the normal and dependent on orientation alone. The origin lies on the initial edge. A candidate facet has the unit normal \(\mathbf n=a\mathbf n_1+b\mathbf n_2\) with \(a,b>0\), the rate \(R\), and angles \(\theta_1,\theta_2\) to the two faces, with \(\theta=\theta_1+\theta_2<180^\circ\). At time \(t\) the sharp edge has receded along \(\mathbf n\) at the speed

\[
c=aR_1+bR_2 .
\]

On a convex ridge a lone candidate appears if and only if \(R>c\) (the two-face test). From a sharp edge its width is

\[
w=\kappa(R-c)t,\qquad \kappa=\frac{\sin\theta}{\sin\theta_1\sin\theta_2}.
\]

A bevel of initial width \(w_0\) instead has \(w=w_0+\kappa(R-c)t\). In a concave groove the sign reverses: a facet needs \(R<c\).

Three assumptions are used. Etching is local. Containment holds: a solid that starts inside another stays inside it. Linear mixing holds: a surface between neighbouring facets \(i\) and \(j\) consists of narrow strips of both, so the mean orientation \(\mathbf m=\alpha\mathbf n_i+\beta\mathbf n_j\) etches at \(\alpha R_i+\beta R_j\).

An etching motion of a convex ridge is defined by two properties: its faces move at their own rates, and no available orientation cuts its edges. Containment makes it unique.

In the crystal example, face 1 is (001) with \(R_1=1000\) nm/min and face 2 is (111) with \(R_2=10\) nm/min. For the candidate (113), \(a=0.6030\), \(b=0.5222\), \(c=608.2\) nm/min, \(\theta_1=25.24^\circ\), \(\theta_2=29.50^\circ\), \(\theta=54.74^\circ\), \(\sin\theta_1=0.4264\) and \(\kappa=3.889\). The numerical solutions follow the surface height with linear mixing, without prescribing which facets survive. Ridge, bevel and groove tests at other (113) and (112) rates have already been compared with the width formulas.

### From normal rates to vertical speeds

Describe the cross-section by a height \(z=h(x,t)\), with the solid below. Since \(\theta<180^\circ\), the axes can be chosen so that all the normals between the two faces point upward. A plane of slope \(p\) has the outward normal

\[
\mathbf n=\frac{(-p,1)}{\sqrt{1+p^2}} .
\]

If it passes through the initial edge and recedes at \(R\), then \(\mathbf n\cdot\mathbf x=-Rt\) reads \((z-px)/\sqrt{1+p^2}=-Rt\), or

\[
z=px-V(p)\,t,\qquad V(p)=R\sqrt{1+p^2}.
\]

\(V\) is the speed at which the surface drops at fixed \(x\), so \(\partial h/\partial t=-V(\partial h/\partial x)\) on every flat part.

The threshold takes a simpler form in \(V\). Let \(p_j<p_i<p_k\), and write \(p_i=\lambda p_j+(1-\lambda)p_k\) with \(0<\lambda<1\). The vectors \((-p,1)\) combine with the same weights:

\[
\sqrt{1+p_i^2}\,\mathbf n_i=\lambda\sqrt{1+p_j^2}\,\mathbf n_j+(1-\lambda)\sqrt{1+p_k^2}\,\mathbf n_k .
\]

Division by \(\sqrt{1+p_i^2}\) shows the coefficients of \(\mathbf n_j\) and \(\mathbf n_k\) that enter the threshold. Multiplying the condition \(R_i>(\text{coefficient})R_j+(\text{coefficient})R_k\) by \(\sqrt{1+p_i^2}\) then gives

\[
V_i>\lambda V_j+(1-\lambda)V_k .
\]

Facet \(i\) beats the pair \((j,k)\) when its point on a graph of \(V\) against \(p\) lies above the chord joining theirs. Linear mixing means that \(V\) is a straight line between neighbouring listed facets.

### The all-pairs rule

Containment applies to every available plane, so the solid lies below all of them. The candidate solution is their intersection,

\[
h(x,t)=\min_i\,[\,p_ix-V_it\,],
\]

where \(i\) runs over the two faces and all the listed facets between them. Surfaces between listed neighbours add nothing: \(px-V(p)t\) is linear in \(p\) there, so its minimum is reached at an end.

This intersection is an etching motion in the sense of the first half. Its flat parts move at their own rates. At each of its edges every available plane between the two adjoining faces passes through the edge or above it; otherwise that plane would have lowered the minimum. No edge can be cut further, and containment makes the motion unique.

Facet \(i\) has finite width if there is a range of \(x\) in which its line lies below all the others. Compare it with a facet \(j\) of smaller slope:

\[
p_ix-V_it<p_jx-V_jt\;\Rightarrow\;\frac{x}{t}<\frac{V_i-V_j}{p_i-p_j}.
\]

For a facet \(k\) of larger slope the sign of the divisor changes, and

\[
\frac{x}{t}>\frac{V_k-V_i}{p_k-p_i}.
\]

A suitable range of \(x\) exists exactly when every lower limit is below every upper limit, that is, when for all \(j\) and \(k\) on the two sides of \(i\)

\[
\frac{V_k-V_i}{p_k-p_i}<\frac{V_i-V_j}{p_i-p_j}.
\]

Both denominators are positive. Cross-multiplication and collection of the terms in \(V_i\) give

\[
V_i(p_k-p_j)>V_j(p_k-p_i)+V_k(p_i-p_j).
\]

After division by \(p_k-p_j\) this is \(V_i>\lambda V_j+(1-\lambda)V_k\), because \(\lambda=(p_k-p_i)/(p_k-p_j)\). So a facet appears on the convex ridge exactly when it passes the two-face test against every pair of available facets that brackets it. The survivors are the corners of the upper concave envelope of \(V\), the tightest concave curve lying on or above all the points.

The two original faces are one of the bracketing pairs. Thus \(R>aR_1+bR_2\) remains necessary with any number of competitors, but it is no longer sufficient. With a single candidate there is one pair, and the earlier result returns.

I checked the rule on random fans of facets by clipping each facet's line directly with all the other half-planes. Among 2000 candidates, 420 were visible, and the all-pairs rule agreed with the clipping in every case. Another 164 passed the test against the two outer faces and were still absent.

For a groove, minimum becomes maximum, all the inequalities reverse, and the survivors are the corners of the lower convex envelope.

### When the facet is flat

The two limits on \(x/t\) also give the width. If \(r\) and \(l\) are the surviving neighbours of lower and higher slope, the facet covers the horizontal distance

\[
\Delta x=t\left[\frac{V_i-V_r}{p_i-p_r}-\frac{V_l-V_i}{p_l-p_i}\right],
\]

and \(w=\sqrt{1+p_i^2}\,\Delta x\). The bracket is the amount by which the slope of the envelope falls at \(p_i\). A flat facet that grows from a sharp edge therefore needs a corner in \(V\), which means a cusp in the rate as a function of angle.

Suppose instead that the rate is smooth and that the orientations around its maximum pass the all-pairs test. The points of \(V\) can be taken ever closer together. The two chord slopes then approach the same derivative, and the width of each orientation tends to zero in proportion to the spacing. The ridge acquires a curved shoulder. For a smooth rate that rises and falls across the \(54.74^\circ\) fan as half a sine wave above a constant, with an amplitude equal to the constant (at a tenth of that amplitude no intermediate orientation passes the test and the edge stays sharp), halving the angular spacing changed the length of the central facet by the factor 0.5000, as this argument requires. The theorem then still says which orientations are present, but none of them is a flat.

### An unmasked mesa

Consider a long mesa on a cubic crystal with a (001) top 40 µm wide, (111) side walls and a height of 20 µm above a (001) floor. The mask has been removed, so top, walls and floor all etch. The candidates at the upper edges are (113) and (112), which lie in the same plane of normals as (001) and (111). The model rates are

\[
R_{001}=1000,\quad R_{113}=1500,\quad R_{112}=900,\quad R_{111}=10\ \text{nm/min}.
\]

Against the original faces the threshold for (113) is 608.2 nm/min. For (112), the relation \((1,1,2)=(0,0,1)+(1,1,1)\) gives the coefficients \(1/\sqrt6=0.4082\) and \(\sqrt3/\sqrt6=0.7071\), and hence the threshold

\[
0.4082\times1000+0.7071\times10=415.3\ \text{nm/min}.
\]

Both candidates pass. The facet (112) would appear if (113) were not available, although it is slower than (001).

The remaining pairs decide. From \(2(1,1,2)=(1,1,3)+(1,1,1)\), the normal of (112) is 0.6770 times that of (113) plus 0.3536 times that of (111). Its threshold against this pair is

\[
0.6770\times1500+0.3536\times10=1019.0\ \text{nm/min},
\]

and 900 nm/min is too slow. For (113) between (001) and (112), \((1,1,3)=(0,0,1)+(1,1,2)\) gives the threshold \((1000+\sqrt6\times900)/\sqrt{11}=966.2\) nm/min, which 1500 nm/min exceeds. So (113) appears alone.

Its excess over the edge speed is \(1500-608.2=891.8\) nm/min. The width grows at \(3.889\times891.8=3468\) nm/min, and after 5 min

\[
w=3468\times5\ \text{nm}=17.34\ \mu\text{m}.
\]

The numerical solution from a sharp edge gave 17.33 µm. Refining its mesh from 600 to 2400 cells shifted this width by 0.028 µm and reduced the largest height error, relative to the planar solution, from 0.093 to 0.047 µm. The length of surface near the (112) slope was 0.015 µm, so that facet was absent. With \(R_{112}\) raised to 1200 nm/min and the other rates held fixed, it passed its threshold of 1019.0 nm/min and reached 7.70 µm, against 7.68 µm from the width formula.

### How long the result holds

The formula assumes that neither original face has been used up. To find the motion of the upper edge, put \(z=-R_{001}t\) into the plane \(x\sin\theta_1+z\cos\theta_1=-R_{113}t\), with \(x\) pointing outward from the mesa:

\[
\frac{x}{t}=\frac{R_{001}\cos\theta_1-R_{113}}{\sin\theta_1}=-1396\ \text{nm/min}.
\]

The top narrows from both sides and is gone after \(40\,000/(2\times1396)=14.3\) min.

The new facet descends by \(w\sin\theta_1\) below the top, so it takes wall height at \(3468\times0.4264=1479\) nm/min. The total height stays at 20 µm, because top and floor recede at the same rate. The foot of the wall is a concave edge, where a facet must be slower than its threshold. Both (113) and (112) are faster than theirs, 608.2 and 415.3 nm/min, so the foot stays sharp. The wall is consumed after \(20\,000/1479=13.5\) min, before the top. From then on (113) meets the floor directly, and its width no longer follows the formula.

### What the model leaves out

A common change of all the rates only rescales time and is set aside in this ranking. Among the other effects sized here, and with the inputs chosen, blunting the sharp cusp at (113) changes the facet width most. Other inputs could change this ranking. Let a plane at a small angle \(\delta\) from (113) etch faster than linear mixing predicts by an amount \(\epsilon\). The mixing is taken here with the surviving neighbours, (001) and (111), so at the mixing rate the plane would pass through the end of the facet. The excess shifts it inward by \(\epsilon t\), and since it crosses the facet at the angle \(\delta\), it removes a length \(\epsilon t/\sin\delta\). The small sine makes the flat sensitive to small excesses. With \(\delta=5^\circ\) on both sides and rates 2% above these mixing values, the flat loses 17.8% of its width. If the plane on the wall side is instead set 2% above the mixing of (113) with the listed (112), it is too slow to cut, and the loss is 9.4%.

The other effects were sized with rough inputs.

- A wall misaligned by \(1^\circ\) carries steps. If they add \(1000\sin1^\circ\) nm/min, the wall rate rises from 10 to 27.5 nm/min. If nothing else changes, the (113) width falls by about 1%, since the threshold rises by only 9.1 nm/min, against an excess of 891.8 nm/min. This is not the whole effect of misalignment: a change in the angles of the cross-section, or steps on (113) itself, can alter the width by a similar or larger amount, in either direction.
- At 353 K, a common activation energy of 0.60 eV changes all the rates by 5.7% per kelvin. This rescales time but leaves the choice of facets unchanged, because both sides of each inequality scale alike. At a fixed etch time the effect on the width is large: 18% for 3 K and 72% for 10 K.
- If the activation energy of (113) is 0.05 eV higher than the others, warming by 10 K widens the facet by a further 7.8%, with the common factor removed.
- Hydroxide must diffuse to the surface. For two ions per atom, \(5\times10^{28}\) atoms/m³, a diffusivity of \(3\times10^{-9}\) m²/s, 7 mol/L and a stagnant layer of 100 µm, the demand at the (113) rate is 2.0% of the largest diffusive supply. Thicker layers or weaker solutions raise this fraction and undermine local etching.
- Surface energy raises the energy per atom by \(k_BT\) at an edge whose radius equals the capillary length, the surface energy times the atomic volume divided by \(k_BT\). For 1 J/m² at 353 K it is 4.1 nm. The energy shift falls inversely with the radius, to 1% of \(k_BT\) at 0.41 µm, so it matters mainly at edges sharper than that.

### Beside silicon in hot potassium hydroxide

The rates, the temperature and the solution strength were chosen in the rough regime of silicon in hot potassium hydroxide. There (001) etches at about a micrometre per minute, (111) is slower by a large factor that depends on solution and alignment, and some high-index planes are faster than (001). The value for (112) was chosen to show suppression and should not be used as silicon data. The assumption I would trust least for a real crystal is linear mixing near the fast plane. The blunting assumed above would reduce the flat from 17.34 to about 14.3 µm, and a smooth rate maximum would replace it by a curved shoulder. At the ends of a mesa, where three or more faces meet, the two-face geometry does not apply.

Within its conditions the result can also be read backwards. On a long convex edge with both faces still present, a facet that grows between faces 1 and 2 has \(R=aR_1+bR_2+w/(\kappa t)\), provided that it started from a sharp edge, that no other facet lies between it and those faces, and that linear mixing holds. With the blunting assumed above, this formula would return about 1340 nm/min for (113) instead of 1500 nm/min. Absence says less: the facet may be below the threshold set by the two faces, or another facet, not necessarily a faster one, may have suppressed it. The numerical output that follows gives the values for the worked examples.

## Numbers as computed

```
Model rates 001, 113, 112, 111 (nm/min): 1000.0 1500.0 900.0 10.0
Angles 001-113, 113-111, 001-111 (deg): 25.24, 29.50, 54.74
Coefficients a, b for 113 (no unit): 0.6030, 0.5222
Coefficients a, b for 112 (no unit): 0.4082, 0.7071
112 from 113 and 111, coefficients: 0.6770, 0.3536
Threshold for 113 between 001 and 111 (nm/min): 608.2
Threshold for 112 between 001 and 111 (nm/min): 415.3
Threshold for 112 between 113 and 111 (nm/min): 1019.0
Threshold for 113 between 001 and 112 (nm/min): 966.2
Excess rate of 113 (nm/min): 891.8
Width growth speed of 113 (nm/min): 3468
Etch time (min): 5.0
113 width, formula and simulation (um): 17.34, 17.33
Width shift, 600 to 2400 cells (um): 0.028
Largest height error, 600 and 2400 cells (um): 0.093, 0.047
Simulated length near 112 slope (um): 0.015
Top-edge horizontal speed (nm/min): -1396
Wall height loss speed (nm/min): 1479
Mesa top width and height (um): 40.0, 20.0
Time to consume top, wall (min): 14.3, 13.5
Ridge test, 113 and 112 rates (nm/min): 500, 300; length near 113 (um): 0.014
Ridge test, 113 and 112 rates (nm/min): 700, 300
  113 width, formula and simulation (um): 1.78, 1.80
Raised 112 rate (nm/min): 1200; width, formula and simulation (um): 7.68, 7.70
Bevel test, 113 and 112 rates (nm/min): 400, 200
  Start width (um), time (min), width speed (nm/min): 6.0, 3.0, -810
  Final width, formula and simulation (um): 3.57, 3.58
Groove with main rates, length near 113 (um): 0.000
Groove test, 113 and 112 rates (nm/min): 400, 400
  113 width, formula and simulation (um): 4.05, 4.06
Random fan candidates, visible, passed outer test but suppressed: 2000, 420, 164
Smooth-rate facet length ratio on halving spacing: 0.5000
Assumed vicinal offset (deg), rate excess (%): 5.0, 2.0
  Loss of flat 113 width by cusp blunting (%): 17.8
Assumed wall tilt (deg), step rate (nm/min): 1.0, 1000
  Tilted wall rate (nm/min), 113 width change (%): 27.5, -1.02
Assumed temperature (K), activation energy (eV): 353, 0.60
  Common rate change for 1 K warming (%): 5.7
Assumed extra 113 activation energy (eV), warming (K): 0.05, 10
  113 width change from unequal activation (%): 7.8
Assumed atom density (m^-3), hydroxide ions per atom: 5.0e+28, 2
Assumed diffusivity (m^2/s), concentration (mol/L), layer (um): 3.0e-09, 7.0, 100
  Hydroxide depletion at 113 rate (%): 2.0
Assumed surface energy (J/m^2): 1.0; capillary length (nm): 4.1
```
